\section*{Heavy-hole tunnelling through the light-hole branch at small parallel wavevector}

\section{What symmetry and dimensions fix}

A hole meets a barrier whose potential depends only on $z$, the [001] direction. Its parallel wavevector $\mathbf k=(k_x,k_y)$ is conserved, with $k=|\mathbf k|$. At $\mathbf k=0$ the four-band Hamiltonian contains only $J_z^2$, so $J_z$ is conserved and a heavy hole ($m=\pm3/2$) cannot become a light one ($m=\pm1/2$).

A rotation by $\pi$ about $z$ reverses $\mathbf k$ and multiplies an amplitude $m\to m'$ by $e^{-i\pi(m'-m)}$. Hence the amplitude for $3/2\to1/2$ is odd in $\mathbf k$, and that for $3/2\to-1/2$ is even and vanishes at $\mathbf k=0$. Away from band edges the wave-matching equations are regular at small $k$, so these amplitudes start at orders $k$ and $k^2$. The probability of leaving as a light hole is therefore
\begin{equation}
T_{HL}=Ck^2+O(k^4),
\end{equation}
where $C$ is an area. Symmetry gives neither its size nor its decay constant; the Hamiltonian must supply both.

\section{Model and theorem}

Hole energy is counted positive, and $Q=\hbar^2/2m_0$. With $\{A,B\}=(AB+BA)/2$ and spin-$3/2$ matrices $J_i$,
\begin{align}
\frac{H}{Q}={}&\left(\gamma_1+\tfrac52\gamma_2\right)(k^2+k_z^2)-2\gamma_2\sum_i k_i^2J_i^2\nonumber\\
&-4\gamma_3\sum_{i<j}k_ik_j\{J_i,J_j\}+\frac{V(z)}{Q},\qquad k_z=-i\partial_z .
\end{align}
The Luttinger parameters are the same everywhere. The potential $V$ is $0$ for $z<0$ (semiconductor), $U$ for $0<z<d$ (barrier) and $-W$ for $z>d$ (collector), with $0<E<U$ and $W\ge0$. The collector is a lowered four-band medium standing in for a metal.

At $\mathbf k=0$, putting $J_z^2=9/4$ or $1/4$ gives kinetic energies $Qa_Hk_z^2$ and $Qa_Lk_z^2$, with
\begin{equation}
a_H=\gamma_1-2\gamma_2>0,\quad a_L=\gamma_1+2\gamma_2,\quad a_L-a_H=4\gamma_2>0 .
\end{equation}
The heavy and light wavevectors are $k_H,l_1$ in the semiconductor and $h_3,l_3$ in the collector:
\begin{equation}
k_H^2=\frac{E}{Qa_H},\quad l_1^2=\frac{E}{Qa_L},\quad h_3^2=\frac{E+W}{Qa_H},\quad l_3^2=\frac{E+W}{Qa_L}.
\end{equation}
The decay constants in the barrier are
\begin{equation}
\kappa_H=\sqrt{\frac{U-E}{Qa_H}},\qquad \kappa_L=\sqrt{\frac{U-E}{Qa_L}}<\kappa_H .
\end{equation}

\emph{Theorem.} For a heavy hole incident from $z<0$, $T_{HL}=Ck^2+O(k^4)$. When $\kappa_Ld\gg1$ and $(\kappa_H-\kappa_L)d\gg1$,
\begin{equation}
C\simeq12\left(\frac{\gamma_3}{\gamma_2}\right)^2\frac{l_3}{k_H(l_3^2+\kappa_L^2)}\,e^{-2\kappa_Ld}.
\label{thick}
\end{equation}

The theorem concerns holes that leave light. Direct heavy tunnelling remains at $k=0$, so the total transmission does not start from zero.

\section{Lemma 1: the first-order equation}

The nonzero elements of $J_x$ and $J_y$ between $m=3/2$ and $1/2$ have magnitude $\sqrt3/2$. Symmetrizing with $J_z$ multiplies them by $(3/2+1/2)/2=1$. The element of $H/Q$ from $3/2$ to $1/2$ is thus $-2\sqrt3\,\gamma_3(k_x+ik_y)k_z$. Its magnitude does not depend on the in-plane direction, so take $\mathbf k$ along $x$ and write it as $ckk_z$ with $c=-2\sqrt3\gamma_3$. The linear coupling between $1/2$ and $-1/2$ vanishes because their $J_z$ values add to zero. All other changes are of order $k^2$. For an incident $-3/2$ hole the coupling to $-1/2$ has the same magnitude and the opposite sign, so the probability is the same.

Let $\phi$ be the heavy component at $k=0$ and $\chi$ the light component at first order. With $v=V/Q$ and $\epsilon=E/Q$,
\begin{align}
-a_H\phi''+(v-\epsilon)\phi&=0,\\
-a_L\chi''+(v-\epsilon)\chi&=-ck(-i\phi')=ick\phi' .
\label{first}
\end{align}
The coefficients of the derivatives are uniform and $v$ is bounded, so second derivatives have at most finite jumps. Both components and their first derivatives are continuous.

\section{Lemma 2: conversion occurs at the steps}

In a uniform layer $\phi''=-q^2\phi$, with $q^2=(\epsilon-v)/a_H$. Try $\chi_p=\beta\phi'$ in (\ref{first}). Since $\phi'''=-q^2\phi'$ and $v-\epsilon=-a_Hq^2$, the left side is $\beta(a_L-a_H)q^2\phi'$. Therefore
\begin{equation}
\chi_p=\Lambda\frac{\phi'}{q^2},\qquad
\Lambda=\frac{ick}{4\gamma_2}=-\frac{i\sqrt3\,\gamma_3k}{2\gamma_2}.
\end{equation}
This is the light admixture in the heavy bulk state and does not count as a converted hole. The converted wave is the remainder $\chi_h=\chi-\chi_p$, which obeys the free light-hole equation in each layer.

The derivative $\chi_p'=\Lambda\phi''/q^2=-\Lambda\phi$ is continuous across a step, but $\chi_p$ is not, because $q^2$ changes. Continuity of $\chi$ forces $\chi_h$ to make the opposite jump. The values of $q^2$ in the three layers are $k_H^2$, $-\kappa_H^2$ and $h_3^2$, so the jumps of $\chi_h$ are
\begin{align}
s_0&=\Lambda\phi'(0)\left(\frac1{k_H^2}+\frac1{\kappa_H^2}\right),\\
s_d&=-\Lambda\phi'(d)\left(\frac1{h_3^2}+\frac1{\kappa_H^2}\right).
\end{align}
Light waves are thus generated where the potential changes.

\section{Proof of the theorem}

\subsection{Transmitted light amplitude}

Let $u$ solve the free light-hole equation with $u=e^{-il_1z}$ for $z<0$ and continuous $u,u'$. In the barrier
\begin{equation}
u=\cosh\kappa_Lz-\frac{il_1}{\kappa_L}\sinh\kappa_Lz .
\end{equation}
For $z>d$ write $u=Ae^{-il_3(z-d)}+Be^{il_3(z-d)}$. From $u(d)=A+B$ and $iu'(d)/l_3=A-B$,
\begin{equation}
A=\frac12\left[u(d)+\frac{iu'(d)}{l_3}\right].
\end{equation}

The Wronskian $u\chi_h'-u'\chi_h$ is constant within each layer, since both functions obey the same equation. It vanishes for $z<0$, where both are proportional to $e^{-il_1z}$. At the steps it changes by $-u'(0)s_0$ and $-u'(d)s_d$. On the far side $\chi_h=t_Le^{il_3(z-d)}$ and the Wronskian is $2il_3At_L$. Hence
\begin{equation}
t_L=-\frac{u'(0)s_0+u'(d)s_d}{2il_3A}.
\label{tl}
\end{equation}

Flux has no cross terms between bulk waves of different real $k_z$: such terms would oscillate with $z$, while the current is constant. At leading order the flux ratio for unit incident heavy amplitude is
\begin{equation}
T_{HL}=\frac{a_Ll_3}{a_Hk_H}|t_L|^2 .
\label{flux}
\end{equation}
Both sources are proportional to $\Lambda$, and hence to $k$, which proves the quadratic law.

\subsection{The heavy wave}

In the barrier, matching to the transmitted wave $t_He^{ih_3(z-d)}$ gives
\begin{equation}
\phi=t_H\left[\cosh\kappa_H(z-d)+\frac{ih_3}{\kappa_H}\sinh\kappa_H(z-d)\right].
\end{equation}
Unit incident amplitude requires $\phi(0)+\phi'(0)/(ik_H)=2$. These relations and (\ref{tl})--(\ref{flux}) give $C$ for any $d$.

For a thick barrier $\phi'(0)\simeq-\kappa_H\phi(0)$, so $\phi(0)\simeq2k_H/(k_H+i\kappa_H)$. Also $\phi(0)\simeq\tfrac12t_He^{\kappa_Hd}(1-ih_3/\kappa_H)$. Solving for $t_H$, the direct transmission $(h_3/k_H)|t_H|^2$ is
\begin{equation}
T_{HH}(0)\simeq\frac{16k_Hh_3\kappa_H^2}{(k_H^2+\kappa_H^2)(h_3^2+\kappa_H^2)}e^{-2\kappa_Hd}.
\label{direct}
\end{equation}

\subsection{The thick-barrier coefficient}

The exit source $s_d$ carries $e^{-\kappa_Hd}$, while the wave launched by $s_0$ arrives with $e^{-\kappa_Ld}$. Drop $s_d$. For large $\kappa_Ld$, $u(d)\simeq\tfrac12(1-il_1/\kappa_L)e^{\kappa_Ld}$ and $u'(d)\simeq\kappa_Lu(d)$. With $u'(0)=-il_1$, (\ref{tl}) becomes
\begin{align}
t_L&\simeq\frac{l_1s_0}{2l_3A}
=\frac{2l_1s_0e^{-\kappa_Ld}}{l_3(1-il_1/\kappa_L)(1+i\kappa_L/l_3)},\\
|t_L|^2&\simeq\frac{4l_1^2\kappa_L^2|s_0|^2e^{-2\kappa_Ld}}
{(l_1^2+\kappa_L^2)(l_3^2+\kappa_L^2)} .
\end{align}
The source strength follows from $|\phi'(0)|^2=4k_H^2\kappa_H^2/(k_H^2+\kappa_H^2)$:
\begin{equation}
|s_0|^2=4|\Lambda|^2\frac{k_H^2+\kappa_H^2}{k_H^2\kappa_H^2}
=3\left(\frac{\gamma_3}{\gamma_2}\right)^2k^2\frac{k_H^2+\kappa_H^2}{k_H^2\kappa_H^2}.
\end{equation}
Let $\rho=a_H/a_L$. Since $l_1^2=\rho k_H^2$ and $\kappa_L^2=\rho\kappa_H^2$,
\begin{equation}
\frac{l_1^2\kappa_L^2}{l_1^2+\kappa_L^2}=\rho\,\frac{k_H^2\kappa_H^2}{k_H^2+\kappa_H^2}.
\end{equation}
The fractions cancel, leaving $|t_L|^2\simeq12\rho(\gamma_3/\gamma_2)^2k^2e^{-2\kappa_Ld}/(l_3^2+\kappa_L^2)$. Multiplication by the flux factor $l_3/(\rho k_H)$ gives (\ref{thick}). This completes the proof.

\section{Limits and the heavy exit}

\subsection{Equal outer potentials}

For $W=0$, $l_3=l_1$, $l_1/k_H=\sqrt{a_H/a_L}$ and $l_1^2+\kappa_L^2=U/(Qa_L)$. Then
\begin{equation}
C\simeq12\left(\frac{\gamma_3}{\gamma_2}\right)^2\frac{Q\sqrt{a_Ha_L}}{U}e^{-2\kappa_Ld}.
\end{equation}
The prefactor no longer depends on $E$. The range of validity still does: the expansion needs $k\ll l_1,k_H$, and these wavevectors vanish as $E\to0$.

For a general collector at fixed $E$, $U$ and $d$, the factor $l_3/(l_3^2+\kappa_L^2)$ is at most $1/(2\kappa_L)$, a value reached at $l_3=\kappa_L$, or $W=U-2E$, which for $W\ge0$ requires $E\le U/2$. The factor falls as $1/l_3$ for a deep collector because of the wavevector mismatch.

\subsection{Holes that return to the heavy branch}

A hole may enter the barrier as light and convert back at the exit. Two conversions give an amplitude $k^2b$, with $b$ of order $e^{-\kappa_Ld}$. If $t_0$ is the direct amplitude in the same flux normalization, the heavy exit contains
\begin{equation}
|t_0+k^2b|^2=|t_0|^2+2k^2\,\mathrm{Re}(t_0^*b)+k^4|b|^2 .
\end{equation}
The return path alone gives a fourth power; the quadratic interference term carries the smaller factor $e^{-(\kappa_H+\kappa_L)d}$. In a full four-band solution at $d=40$ nm, with the other parameters of the example below, the heavy exit grows between $k=0.005$ and $0.01$ nm$^{-1}$ with power $3.97$.

\subsection{Crossover and range}

Light exit equals direct heavy tunnelling at
\begin{equation}
k_c=\sqrt{T_{HH}(0)/C}\ \propto\ e^{-(\kappa_H-\kappa_L)d},
\end{equation}
where the proportionality is the thick-barrier dependence on $d$ at fixed $E,U,W$.

The decay constant itself shifts at order $k^2$. Second-order perturbation theory adds $c^2k^2k_z^2/(4\gamma_2k_z^2)$ to the light energy, in units of $Q$, besides the diagonal term $(\gamma_1-\gamma_2)k^2$. In the barrier
\begin{equation}
\kappa_L^2(k)\simeq\kappa_L^2+\frac{\mu k^2}{a_L},\qquad
\mu=\gamma_1-\gamma_2+\frac{3\gamma_3^2}{\gamma_2}.
\end{equation}
This multiplies the probability by about $\exp[-\mu k^2d/(a_L\kappa_L)]$, so the quadratic law also requires that exponent to be small.

\section{Worked example}

Take rough parameters in the regime of aluminium on p-type germanium at 77 K: $\gamma_1,\gamma_2,\gamma_3=13.4,4.2,5.7$, $U=0.10$ eV, $E=0.010$ eV, $W=0.50$ eV and $d=8.0$ nm. Then $a_H=5.0$ and $a_L=21.8$. With $Q=0.0381$ eV\,nm$^2$,
\begin{align}
\kappa_H&=\sqrt{0.090/(0.0381\times5.0)}=0.687\ \mathrm{nm^{-1}},\\
\kappa_L&=\sqrt{0.090/(0.0381\times21.8)}=0.329\ \mathrm{nm^{-1}}.
\end{align}
The factors $e^{-2\kappa_Hd}=1.67\times10^{-5}$ and $e^{-2\kappa_Ld}=5.16\times10^{-3}$ differ by about 300. With $k_H=0.229$ and $l_3=0.784$ nm$^{-1}$, (\ref{thick}) gives
\begin{equation}
C\simeq\frac{12(5.7/4.2)^2(0.784)}{0.229(0.784^2+0.329^2)}\,(5.16\times10^{-3})=0.54\ \mathrm{nm^2}.
\end{equation}
The full first-order result is $0.521$ nm$^2$; the thick-barrier value is 4\% above it. Direct heavy transmission is $2.87\times10^{-5}$, so
\begin{equation}
k_c=\sqrt{2.87\times10^{-5}/0.521}=0.0074\ \mathrm{nm^{-1}}=7.4\times10^4\ \mathrm{cm^{-1}},
\end{equation}
only 3\% of $k_H$. A slight tilt of the incident hole is enough for light exit to match direct heavy tunnelling.

A full four-band solution gives $T_{HL}=2.00\times10^{-4}$ at $k=0.02$ nm$^{-1}$, 4\% below $Ck^2$, and $1.05\times10^{-3}$ at $0.05$ nm$^{-1}$, 20\% below, both for $\mathbf k$ along [100] (along [110] the latter is $1.07\times10^{-3}$, 18\% below). At the latter point the shift of $\kappa_L$ alone lowers the probability by about 9\%; the rest of the shortfall is not separated here.

Two tests of the mechanism use the same full solution. At $k=0.001$ nm$^{-1}$, thickening the barrier from 25 to 35 nm gives a decay constant of $0.3292$ nm$^{-1}$, equal to $\kappa_L$ to the digits shown. At $d=8$ nm, setting $\gamma_3=0$ changes the power of $k$ between $0.005$ and $0.01$ nm$^{-1}$ to $4.01$: without the linear coupling the quadratic term is gone. Further values are in the numerical output.

\section{The model beside a real contact}

Aluminium on p-type germanium has a low hole barrier, roughly 0.1 eV or less. At a doping of $10^{18}$ cm$^{-3}$ the barrier is a depletion layer, not a square. The profile $U(z/w)^2$ with $w=13.3$ nm gives $C=3.6$ nm$^2$, direct heavy transmission $1.0\times10^{-3}$ and $k_c=0.017$ nm$^{-1}$. The quadratic power survives, but $C$ is seven times the square-barrier value. Most of this comes from the low part of the layer: the factor $\exp(-2\int\kappa_L\,dz)$, taken where $U(z/w)^2>E$, is 0.029, against 0.0052 for the square. The abrupt-depletion parabola is least accurate in this low part: a Poisson profile with Fermi statistics at 77 K widens the region above $E$ from 9.1 to 10.6 nm and gives $C=2.9$ nm$^2$, direct heavy transmission $4.0\times10^{-4}$ and $k_c=0.012$ nm$^{-1}$. In the square model, lowering the whole barrier by the image shift of 0.037 eV raises $C$ to 1.8 nm$^2$. This overstates the effect in the depletion layer, where the image potential acts mainly near the metal and raises $C$ by about 30 to 40\%, depending on how it is cut off at the metal, while the direct heavy transmission rises two to three times. Also in the square model, nonparabolicity from coupling to the conduction and split-off bands raises light tunnelling by a factor of about 1.5 to 1.6 for germanium's direct gap of about 0.89 eV in an eight-band model with remote-band terms and a Kane energy of 22 to 26 eV (the 1.9 in the numerical output uses a gap of 0.66 eV and no remote-band terms). These are separate estimates, not factors to be multiplied. Changing $W$ to 0.2 or 2.0 eV gives $C=0.66$ or 0.30 nm$^2$, which measures sensitivity to the collector but does not replace aluminium's band structure. At fixed $U$ the width $w$ scales as the inverse square root of doping, so at $10^{19}$ cm$^{-3}$ it falls to 4.2 nm and the thick-barrier limit becomes poor.

The estimated zero-temperature Fermi energy, about 10 meV, is close to the chosen $E$. However, the warped heavy-hole surface at this energy, projected along $z$, has a radius of 0.25 to 0.32 nm$^{-1}$, so the region $k<0.05$ nm$^{-1}$ covers only about 3\% of its area. Contact resistivity therefore needs the full $T(k)$, not the quadratic law alone, and also the incident light holes, which cross the depletion layer at $k=0$ with probability 0.049. The thermal factor $e^{-(U-E)/k_BT}$ is $1.3\times10^{-6}$ at 77 K, but about 0.03 at 300 K, where passage over this barrier would matter. The small factor at 77 K rules out only passage over the top: the chemical potential is then about 6 meV, slightly below $k_BT$, and in the depletion layer more than half of the thermally weighted heavy transmission at $k=0$ comes from energies above 20 meV.

Two symmetry assumptions also have limits. The mean dopant spacing, 10 nm, is comparable with $w$, so a real depletion layer is not laterally uniform and $\mathbf k$ is not strictly conserved; the size of this effect is not computed. Atomic-scale coupling at the metal face can mix heavy and light holes even at $k=0$. A trial coupling $Q\,(1\ \mathrm{nm^{-1}})\,\delta(z-d)$ between $\pm3/2$ and $\mp1/2$ gives $T_{HL}(0)=1.7\times10^{-7}$ in the square model, equal to $Ck^2$ at $k=0.0006$ nm$^{-1}$. Below that wavevector this offset, not the quadratic term, dominates. Uniform biaxial strain in the (001) plane adds a $J_z^2$ term and preserves the parity in $\mathbf k$, but it splits the band edges and changes the closed formula for $C$. If the heavy edge lies $\Delta$ above the light edge in hole energy, the two branches share the same $k_z$ in the semiconductor at $E=a_L\Delta/(4\gamma_2)$, measured from the light edge ($\Delta=7.7$ meV for $E=10$ meV). There the linear coupling mixes them fully and the quadratic law fails; close to that energy $C$ is much enhanced.

\section*{Numbers as computed}
\begin{verbatim}
Luttinger parameters g1, g2, g3: 13.4, 4.2, 5.7
Q = hbar^2/2m0: 0.03810 eV nm^2
a_H, a_L: 5.0, 21.8
barrier U, hole energy E, collector depth W: 0.1, 0.01, 0.5 eV
square barrier width d: 8.0 nm
emitter k_H, l_1: 0.2291, 0.1097 1/nm
barrier kappa_H, kappa_L: 0.6873, 0.3292 1/nm
collector h_3, l_3: 1.6362, 0.7836 1/nm
exp(-2 kappa_H d): 1.674e-05
exp(-2 kappa_L d): 5.160e-03
direct heavy transmission at k=0: 2.870e-05
C, full first order: 0.5209 nm^2
C, thick-barrier formula: 0.5399 nm^2
crossover k_c: 0.00742 1/nm; k_c/k_H: 0.0324
at k_c, numerical T_HH, T_HL: 2.872e-05, 2.853e-05
k=0.005 1/nm: T_HH=2.870e-05, T_HL=1.299e-05, C k^2=1.302e-05
k=0.01 1/nm: T_HH=2.876e-05, T_HL=5.155e-05, C k^2=5.209e-05
k=0.02 1/nm: T_HH=2.930e-05, T_HL=2.001e-04, C k^2=2.084e-04
k=0.05 1/nm: T_HH=4.559e-05, T_HL=1.046e-03, C k^2=1.302e-03
fitted power of k, light exit: 1.9995
same with gamma3 = 0: 4.011
power of k, heavy exit, d=40 nm: 3.974
measured decay constant, d=25 to 35 nm: 0.3292 1/nm
[110] over [100] light exit at k=0.001 1/nm: 1.00001
doping: 1.0e+18 cm^-3; relative permittivity: 16.0
depletion width: 13.30 nm
mean dopant spacing: 10.0 nm
depletion barrier: power of k: 1.9995
depletion barrier: C: 3.599 nm^2
depletion barrier: heavy transmission at k=0: 1.042e-03
depletion barrier: k_c: 0.01702 1/nm
depletion: log drop / light-hole action: 0.930
same ratio if heavy decay ruled: 2.088
maximum field: 0.150 MV/cm
image lowering: 0.0368 eV; C then: 1.767 nm^2
rough gap, split-off energy: 0.66, 0.29 eV
kappa_L factor from other bands: 0.879
resulting factor in light tunnelling: 1.89
temperature: 77.0 K; kT: 6.64 meV
thermal factor exp(-(U-E)/kT): 1.29e-06
Fermi energy, warped bands, zero temperature: 10.32 meV
C for collector depth 0.2 eV: 0.664 nm^2
C for collector depth 2.0 eV: 0.298 nm^2
metal-face mixing 1/nm: T_HL at k=0: 1.727e-07
k where C k^2 equals that: 0.00058 1/nm
\end{verbatim}
